# Acoustic-phonon mobility of electrons in a 5 nm quantum well

## Question

Electrons move freely in the plane of an infinite square well, $0<z<W$, and occupy its lowest subband. Their in-plane mass $m$ is isotropic. They scatter within one valley from bulk longitudinal acoustic phonons of frequency $\omega=vq$. A strain $\nabla\cdot\mathbf u$ shifts the electron energy by $D\,\nabla\cdot\mathbf u$. The mass density is $\rho$ and the longitudinal elastic constant is $c_l=\rho v^2$. Screening is neglected.

Data: $W=5$ nm, $m=0.19\,m_0$, $D=12$ eV, $c_l=189$ GPa, $T=300$ K.

**(a)** Find the combined strength of phonon absorption and emission when the phonon energy is much smaller than $k_BT$.

**(b)** Sum over the phonon wavevector perpendicular to the well.

**(c)** Derive the momentum relaxation time $\tau$, treating the collisions as elastic.

**(d)** Derive the low-field mobility. Does it depend on whether the electron gas is degenerate?

**(e)** Evaluate the mobility and state its sensitivity to $D$.

**(f)** With $\rho=2330$ kg/m³, judge the elastic and classical-phonon approximations.

**(g)** The data resemble a (001) silicon well. Two valleys have in-plane mass $0.19\,m_0$ and confinement mass $0.916\,m_0$. Four others have confinement mass $0.19\,m_0$ and in-plane principal masses $0.19\,m_0$ and $0.916\,m_0$. Is a single subband adequate at 300 K, and how does the mobility change when the other states are included?

## Model answers

### (a) Phonon coupling

In a crystal of volume $V$, the displacement amplitude of one phonon mode is $\sqrt{\hbar/(2\rho V\omega)}$. For a longitudinal wave, the divergence multiplies this amplitude by $q$ in magnitude. Absorption contributes a factor $N$ to the squared matrix element and emission a factor $N+1$, where $N$ is the Bose occupation. Absorption of wavevector $\mathbf q$ and emission of $-\mathbf q$ give the electron the same momentum change. In the elastic approximation they reach the same final state, so their rates add:

$$
\frac{D^2\hbar q^2}{2\rho V\omega}(2N+1)
=\frac{D^2\hbar q}{2\rho Vv}(2N+1).
$$

Put $x=\hbar\omega/(k_BT)$. Then

$$
2N+1=\coth\frac{x}{2}=\frac{2}{x}\left(1+\frac{x^2}{12}+\cdots\right)
\simeq\frac{2k_BT}{\hbar vq}.
$$

The factors of $q$ cancel:

$$
\frac{D^2\hbar q}{2\rho Vv}\,\frac{2k_BT}{\hbar vq}
=\frac{D^2k_BT}{\rho v^2V}
=\frac{D^2k_BT}{c_lV}.
$$

Long waves produce less strain per unit displacement, but they have larger thermal amplitudes. In the classical regime the two effects compensate.

### (b) Perpendicular wavevectors

The lowest state is $\psi(z)=\sqrt{2/W}\sin(\pi z/W)$. The matrix element contains

$$
I(q_z)=\int_0^W\psi^2(z)e^{iq_zz}\,dz.
$$

In-plane momentum is conserved, but $q_z$ is not fixed because the well breaks translation symmetry along $z$. Write $V=AL_z$, with $A$ the area, and replace the sum over $q_z$ by $L_z\int dq_z/(2\pi)$. The factor $L_z$ cancels the one in $V$. Using $\int e^{iq_z(z-z')}dq_z/(2\pi)=\delta(z-z')$,

$$
\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I(q_z)|^2
=\int_0^W\psi^4\,dz
=\frac{4}{W^2}\int_0^W\sin^4\frac{\pi z}{W}\,dz.
$$

Since $\sin^4\theta=\tfrac38-\tfrac12\cos2\theta+\tfrac18\cos4\theta$ and both cosine terms integrate to zero over the well, the last integral is $3W/8$. Hence

$$
\int_0^W\psi^4\,dz=\frac{3}{2W}.
$$

A narrower well admits a wider range of $q_z$ and therefore scatters more strongly.

### (c) Relaxation time

The golden-rule rate from in-plane wavevector $\mathbf k$ to $\mathbf k'$ is

$$
S(\mathbf k,\mathbf k')=
\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_lA}\frac{3}{2W}\,\delta(E'-E).
$$

The phonon changes neither spin nor valley, so neither degeneracy multiplies the number of final states. With $E'=\hbar^2k'^2/(2m)$, we have $k'dk'=m\,dE'/\hbar^2$, and

$$
\sum_{\mathbf k'}\delta(E'-E)
=\frac{A}{(2\pi)^2}\,2\pi\int\frac{m}{\hbar^2}\delta(E'-E)\,dE'
=\frac{Am}{2\pi\hbar^2}.
$$

Loss of momentum weights each collision by $1-\cos\theta$, where $\theta$ is the scattering angle. Because $S$ does not depend on $\theta$, the average of this weight is one. Therefore

$$
\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_l}\frac{3}{2W}\frac{m}{2\pi\hbar^2}
=\frac{3mD^2k_BT}{2\hbar^3c_lW}.
$$

The constant two-dimensional density of states makes $\tau$ independent of electron energy.

### (d) Mobility

Let a weak field $F$ point along $x$. The electron charge is $-e$, with $e>0$, so the force is $-eF$. Write the occupation as $f=f_0+f_1$, where $f_0(E)$ is the equilibrium function and $f_1$ is linear in $F$. For elastic scattering with symmetric $S$, the Pauli factors reduce to

$$
f(\mathbf k')[1-f(\mathbf k)]-f(\mathbf k)[1-f(\mathbf k')]
=f(\mathbf k')-f(\mathbf k).
$$

The correction $f_1$ is odd in $k_x$, so isotropic scattering into $\mathbf k$ averages it to zero. The collision term is thus $-f_1/\tau$, and the steady state obeys

$$
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.
$$

With $\partial f_0/\partial k_x=\hbar v_x\,df_0/dE$, this gives $f_1=eF\tau v_x\,df_0/dE$. The angular average of $v_x^2$ is $v_e^2/2=E/m$, where $v_e$ is the electron speed. The density of states cancels from the mean velocity:

$$
\langle v_x\rangle
=\frac{eF\tau}{m}\,
\frac{\int_0^\infty E\,(df_0/dE)\,dE}{\int_0^\infty f_0\,dE}.
$$

Integration by parts gives $\int_0^\infty E(df_0/dE)dE=-\int_0^\infty f_0dE$, since $Ef_0$ vanishes at both limits. Thus $\langle v_x\rangle=-eF\tau/m$. The minus sign says that electrons drift against the field. The mobility is the magnitude of drift velocity per unit field:

$$
\boxed{\mu=\frac{e\tau}{m}=\frac{2e\hbar^3c_lW}{3m^2D^2k_BT}}
$$

No particular $f_0$ was assumed, so degeneracy does not alter this result while one subband is occupied and screening is neglected. For the silicon-like levels of part (g) at 300 K, a degenerate gas does not stay in one subband: with the flat-well levels, the lowest subband holds about 57% of the electrons when the Fermi level is at its bottom, and about 42% when the Fermi level is $2k_BT$ higher. These cases correspond to sheet densities of about $5\times10^{12}$ and $2\times10^{13}$ cm⁻², at which the electrons' own charge bends the well. With this bending included, the shares are about 55% and 40% if the balancing charge sits equally on gates at both faces, and about 64% and 69% if it sits on one gate. One power of $m$ comes from inertia and the other from the density of final states.

### (e) Numerical value

In SI units, $m=1.7308\times10^{-31}$ kg, $D=1.9226\times10^{-18}$ J and $k_BT=4.1419\times10^{-21}$ J. Hence

$$
\mu=\frac{2(1.60218\times10^{-19})(1.05457\times10^{-34})^3(1.89\times10^{11})(5\times10^{-9})}
{3(1.7308\times10^{-31})^2(1.9226\times10^{-18})^2(4.1419\times10^{-21})}.
$$

This is $0.258$ m²/Vs, or **about 2580 cm²/Vs**. The corresponding scattering rate is $3.59\times10^{12}$ s⁻¹, and $\tau=0.279$ ps.

At fixed values of the other parameters, $\mu\propto D^{-2}$. Reducing $D$ from 12 to 9 eV raises the result by $(12/9)^2$, to about 4590 cm²/Vs. The choice of deformation potential therefore matters far more than the last digits of the constants.

### (f) Phonon energy

The sound speed is $v=\sqrt{c_l/\rho}=9006$ m/s. A thermal electron has $k_{\rm th}=\sqrt{2mk_BT}/\hbar$. Backscattering changes its in-plane wavevector by $2k_{\rm th}$, while confinement supplies $q_z$ up to roughly $2\pi/W$. An upper typical phonon energy is therefore

$$
\hbar v\sqrt{(2k_{\rm th})^2+(2\pi/W)^2}=8.6\ \text{meV}.
$$

This is one third of $k_BT=25.85$ meV. The first correction to the classical phonon factor is then $x^2/12\simeq0.009$, or about 1%.

A more complete check integrates the momentum-loss rate over angle and $q_z$, retaining the phonon energy and the full Bose factors. For an electron of energy $k_BT$, it gives 0.997 times the rate in part (c). When the sound speed is reduced a hundredfold at fixed $c_l$, the ratio becomes 0.9999. The elastic limit requires 1; the small shortfall comes from cutting off the $q_z$ integral at $6\pi/W$. The rate is not accurate at every energy: a slow electron can emit only phonons of lower energy than its own. The emission part of the ratio drops from about 0.53 at $k_BT$ to 0.47 at $0.3\,k_BT$ and 0.20 at $0.1\,k_BT$, and the total ratio falls to about 0.95 and 0.69 at these two energies. Such electrons carry little of the current, and the mobility changes by only about 1%. For the mobility, the approximations are good here. They deteriorate on cooling, when $k_BT$ becomes comparable with the phonon energy.

### (g) Other subbands and valleys

**Occupation.** The levels of an infinite well are $E_n=\hbar^2\pi^2n^2/(2m_zW^2)$, where $m_z$ is the confinement mass. For the twofold valleys, $E_1=16.4$ meV and $E_2-E_1=3E_1=49.3$ meV, less than twice $k_BT$. The lowest fourfold level lies 62.7 meV above $E_1$, but its larger density of states partly offsets this gap. Boltzmann populations are 64.8% in the lowest subband, 9.6% in the second twofold subband and 25.1% in the fourfold valleys. A single subband is not adequate.

**Second twofold subband.** Its overlap with the first is

$$
\int_0^W\psi_1^2\psi_2^2\,dz
=\frac4{W^2}\int_0^W\sin^2\frac{\pi z}{W}\sin^2\frac{2\pi z}{W}\,dz=\frac1W.
$$

Above $E_2$, an electron in either subband can scatter within its own subband, with overlap $3/(2W)$, or into the other, with overlap $1/W$. The rate rises by $(3/2+1)/(3/2)=5/3$, so the relaxation time falls to $3\tau/5$.

Let $\delta=(E_2-E_1)/(k_BT)=1.906$, so that $e^{-\delta}=0.149$. For Boltzmann statistics, part (d) weights $\tau$ by $\varepsilon e^{-\varepsilon}$ in the first subband, where $\varepsilon=(E-E_1)/(k_BT)$. Since $\int_\delta^\infty\varepsilon e^{-\varepsilon}d\varepsilon=(1+\delta)e^{-\delta}$,

$$
\frac{\mu_{\rm two}}{\mu}
=\frac{1-\frac25(1+\delta)e^{-\delta}+\frac35e^{-\delta}}{1+e^{-\delta}}
\simeq0.80.
$$

Including five twofold subbands gives 2029 cm²/Vs, or 0.79 of the single-subband value.

**Fourfold valleys.** Averaged over valley orientations, the inverse transport mass is $\tfrac12(1/0.19+1/0.916)/m_0$, so the transport mass is $0.315\,m_0$. The density-of-states mass is $\sqrt{0.19\times0.916}\,m_0=0.417\,m_0$. With the same $D$ and $c_l$, the lowest fourfold subband has a mobility smaller than that in part (e) by $0.19^2/(0.315\times0.417)\simeq0.275$, or about 710 cm²/Vs. Weighting by population,

$$
0.749\times2029+0.251\times710\simeq1700\ \text{cm}^2/\text{Vs},
$$

in agreement with 1698 cm²/Vs from the multisubband calculation.

**Comparison with a silicon well.** The input values are rough. $D=12$ eV is an effective isotropic value: in the limit of a very wide well it gives about 1710 cm²/Vs with acoustic scattering alone, and about 1200 cm²/Vs once the intervalley phonons described below are added, against a bulk silicon value of about 1400 cm²/Vs. In real silicon the coupling depends on the phonon direction relative to the valley axis, so it need not be the same for the twofold and fourfold valleys. As an indication of size, take a longitudinal coupling $\Xi_d+\Xi_u\cos^2\vartheta$ and a transverse coupling $\Xi_u\sin\vartheta\cos\vartheta$, with $\vartheta$ the angle between $\mathbf q$ and the valley axis and a transverse elastic constant of 65 GPa. The sets $(\Xi_d,\Xi_u)=(1.1,\,10.5)$ eV and $(-11.7,\,9.0)$ eV then act in this well like an isotropic $D$ of about 9 to 11 eV. They give single-subband mobilities of about 5000 and 3300 cm²/Vs for the twofold valleys, and fourfold-to-twofold ratios of about 0.24 and 0.32 instead of 0.275. Real electrons also scatter between valleys. One effective phonon was used for each type: 60 meV and $10^9$ eV/cm between valleys on the same axis, and 50 meV and $3\times10^8$ eV/cm between different axes. With these rough couplings the mobility falls to about 1240 cm²/Vs, less than half the single-subband result. A finite barrier has two opposing effects. For a 3 eV barrier with the same confinement mass, the overlap in part (b) falls to about 0.955 of its infinite-well value (the finite-difference value 0.954 carries a mesh error of about 0.0004), which by itself raises the single-subband mobility by about 5%. But the barrier also lowers the levels, most strongly those with the light confinement mass, because their wavefunctions penetrate further. This moves electrons into the less mobile fourfold valleys and tends to lower the total mobility. The net effect was not calculated here. The multisubband values assume Boltzmann statistics and hence sheet densities well below about $4\times10^{12}$ cm⁻². Neglect of screening is a stricter condition: in a static estimate with all electrons in the lowest subband, screening raises the mobility of part (e) by about 4% at $10^{11}$ cm⁻² and 33% at $10^{12}$ cm⁻² for a uniform relative permittivity of 11.7, and by about 5% and 43% if the barriers have a relative permittivity of 3.9. The bands are also taken as parabolic; a nonparabolicity parameter of 0.5 eV⁻¹ would raise the fourfold population from 25% to about 28% and lower that of the lowest subband from 65% to about 61%. The well is taken as flat; bending by the electrons' own charge changes the multisubband acoustic mobility by less than 2% up to $2\times10^{12}$ cm⁻². Interface roughness, charged impurities, screening, transverse phonons and changes in the phonons caused by the interfaces are not included, so 1240 cm²/Vs is not a prediction for a particular device.

**Changing the width.** The formula in part (d) suggests that doubling $W$ doubles the mobility. At fixed masses, however, the spacing $E_2-E_1$ would fall fourfold to about 12 meV, below $k_BT$. The single-subband assumption would then be worse than at 5 nm, and the linear law could not be trusted at 300 K. In the multisubband model, the acoustic mobility at 10 nm is about 1640 cm²/Vs, slightly below the 5 nm value rather than twice it.

## Computed results

```
Well width: 5.0 nm
In-plane mass: 0.190 m0
Deformation potential: 12.0 eV
Elastic constant: 189.0 GPa
Temperature: 300.0 K
Thermal energy: 25.85 meV
Mass in SI: 1.7308e-31 kg
Deformation potential in SI: 1.9226e-18 J
Thermal energy in SI: 4.1419e-21 J
Elementary charge: 1.60218e-19 C
Reduced Planck constant: 1.05457e-34 J s
Overlap integral: 0.3000 1/nm
Acoustic scattering rate: 3.5864e+12 1/s
Relaxation time: 0.2788 ps
Acoustic mobility: 0.25811 m2/Vs
Acoustic mobility: 2581.1 cm2/Vs
Direct/formula rate, slow sound: 0.99994
Direct/formula rate, actual sound: 0.99716
Rough mass density: 2330 kg/m3
Sound speed: 9006 m/s
Upper typical phonon energy: 8.58 meV
Rough heavy mass: 0.916 m0
Lowest confinement energy: 16.42 meV
Second-subband spacing: 49.26 meV
Fourfold-valley spacing: 62.74 meV
Population of lowest subband: 64.8 percent
Population of second subband: 9.6 percent
Population of fourfold valleys: 25.1 percent
Acoustic, twofold ladder: 2029 cm2/Vs
Acoustic, both ladders: 1698 cm2/Vs
Rough g-phonon energy: 60.0 meV
Rough g-phonon coupling: 1.00e+09 eV/cm
Rough f-phonon energy: 50.0 meV
Rough f-phonon coupling: 3.00e+08 eV/cm
With intervalley phonons: 1237 cm2/Vs
Finite/infinite overlap, 3 eV barrier: 0.9544
Degeneracy density scale: 4.10e+12 1/cm2
Single-subband mobility for D=9 eV: 4589 cm2/Vs
```
